\section*{Dynamical quadrupoles and the long-wave optical electron-phonon coupling in silicon}

\section{Which long-range term must be removed before interpolation}

A transport calculation obtains electron-phonon matrix elements on a coarse mesh of phonon wavevectors and interpolates them to a fine one. Before interpolating, one must decide which long-range part to subtract and later restore. In a polar crystal its leading part is the dipole term, built from the Born effective charges. In silicon these charges vanish, and one might decide that nothing needs subtracting. That is wrong for optical phonons: a term remains whose limit at small wavevector $\mathbf q$ depends on the direction $\hat{\mathbf q}$. No smooth function of $\mathbf q$ reproduces it at $\mathbf q=0$. In real space it is the potential of a quadrupole, which has the form $\partial_y\partial_z(1/r)=3yz/r^5$ and falls off only as $r^{-3}$.

Consider undoped silicon with clamped-ion, adiabatic electronic screening. The two sublattices are A and B, the primitive cell has volume $\Omega$, and the electron charge is $-e$. Atoms of sublattice $\kappa$, at $\mathbf R+\boldsymbol\tau_\kappa$, are displaced by
\begin{equation}
\mathbf u_\kappa(\mathbf R)=\mathbf u_\kappa\,e^{i\mathbf q\cdot(\mathbf R+\boldsymbol\tau_\kappa)},\qquad
\mathbf w=\mathbf u_A-\mathbf u_B .
\label{eq:disp}
\end{equation}
An optical phonon at long wavelength has $\mathbf u_A=-\mathbf u_B=\mathbf w/2$. The crystal is taken to be infinite before $\mathbf q\to0$. At $\mathbf q=0$ itself the macroscopic field is fixed by the boundary conditions, and the limit below does not apply.

\section{Charge induced at zero macroscopic field}

Displace one atom of sublattice $\kappa$ along $\alpha$, with the macroscopic electric field held at zero. Let $e f_{\kappa\alpha}(\mathbf s)$ be the change of total charge density, nuclei included, per unit displacement, with $\mathbf s$ measured from the atom. In an insulator this response is taken to be localized enough for its low moments to exist. By linearity, the pattern \eqref{eq:disp} produces the sum of such changes over all atoms. Its Fourier component at $\mathbf q$, per cell, is
\begin{align}
\frac{\Omega\bar\rho(\mathbf q)}{e}
&=\sum_{\kappa\alpha}u_{\kappa\alpha}\int f_{\kappa\alpha}(\mathbf s)\,e^{-i\mathbf q\cdot\mathbf s}\,d^3s \nonumber\\
&=\sum_{\kappa\alpha}u_{\kappa\alpha}\Big[-iq_\beta Z^{\beta}_{\kappa\alpha}
-\tfrac12 q_\beta q_\gamma Q^{\beta\gamma}_{\kappa\alpha}+O(q^3)\Big],
\label{eq:expand}
\end{align}
with repeated $\beta,\gamma$ summed and
\begin{equation}
Z^\beta_{\kappa\alpha}=\int f_{\kappa\alpha}s_\beta\,d^3s,\qquad
Q^{\beta\gamma}_{\kappa\alpha}=\int f_{\kappa\alpha}s_\beta s_\gamma\,d^3s .
\label{eq:moments}
\end{equation}
The zeroth moment is absent because moving an atom creates no net charge. $Z$ is the Born charge in units of $e$, and $eQ$ is the dynamical quadrupole, a charge times a length.

\subsection{Why the Born charges vanish}

Each atom has tetrahedral site symmetry, which makes its second-rank tensor isotropic: $Z^\beta_{\kappa\alpha}=Z_\kappa\delta_{\alpha\beta}$. Inversion about a bond centre exchanges the sublattices. It turns a displacement of A along $+\alpha$ into one of B along $-\alpha$ and inverts the induced density, so
\begin{equation}
f_{B\alpha}(\mathbf s)=-f_{A\alpha}(-\mathbf s).
\label{eq:inv}
\end{equation}
The first moment changes sign twice, and $Z_B=Z_A$. A rigid translation of the neutral crystal carries no net current, so $Z_A+Z_B=0$. Both charges are therefore zero.

\subsection{Why one quadrupole constant remains}

The second moment acquires the explicit minus sign in \eqref{eq:inv} but none from $s_\beta s_\gamma$. Hence $Q_B^{\beta\gamma}=-Q_A^{\beta\gamma}$ for each $\alpha$: inversion relates the two quadrupoles without removing them.

The half-turn about $z$ through an atom reverses $x$ and $y$. A component of $Q_A$ survives it only if the indices $x$ and $y$ together occur an even number of times. The half-turns about $x$ and $y$ give the same condition for the other pairs. The numbers of $x$, $y$ and $z$ indices must therefore be all even or all odd. They add up to three, so each occurs once. The threefold rotations make the surviving components equal:
\begin{equation}
Q^{\beta\gamma}_{A\alpha}=Q\,|\epsilon_{\alpha\beta\gamma}|,\qquad
Q^{\beta\gamma}_{B\alpha}=-Q\,|\epsilon_{\alpha\beta\gamma}| .
\label{eq:qform}
\end{equation}
For $\alpha=x$ the double sum in \eqref{eq:expand} contains $q_yq_z$ and $q_zq_y$, and this factor 2 cancels the $\tfrac12$. With
\begin{equation}
\mathbf p(\hat{\mathbf q})=(\hat q_y\hat q_z,\ \hat q_z\hat q_x,\ \hat q_x\hat q_y)
\label{eq:p}
\end{equation}
the charge per cell becomes
\begin{equation}
\Omega\bar\rho/e=-Q\,q^2\,\mathbf p\cdot(\mathbf u_A-\mathbf u_B)=-Q\,q^2\,\mathbf p\cdot\mathbf w .
\label{eq:rho}
\end{equation}

\section{Restoring the macroscopic field}

Count charge in electrons per cell: $\bar N=-\Omega\bar\rho/e=+Q\,q^2\,\mathbf p\cdot\mathbf w$. Let $V$ be the macroscopic potential energy of an electron and $N$ the final number. Poisson's equation gives
\begin{equation}
V=vN,\qquad v=\frac{e^2}{\varepsilon_0\Omega q^2}.
\label{eq:poisson}
\end{equation}
The electrons also respond to $V$. Let $\bar\chi$ be the number induced per unit $V$ when all microscopic fields relax but the macroscopic Coulomb term is not fed back. Then
\begin{equation}
N=\bar N+\bar\chi V=\bar N+\bar\chi vN
\quad\Longrightarrow\quad
N=\frac{\bar N}{1-v\bar\chi}=\frac{\bar N}{\varepsilon}.
\label{eq:screen}
\end{equation}
The last equality defines the clamped-ion macroscopic dielectric constant, local-field effects included. In an insulator $\bar\chi\propto q^2$, so $\varepsilon$ is finite, and cubic symmetry makes it isotropic. Inserting $\bar N$,
\begin{equation}
V=\frac{e^2}{\varepsilon_0\Omega q^2}\,\frac{Q\,q^2\,\mathbf p\cdot\mathbf w}{\varepsilon}
=D_Q\,\mathbf p\cdot\mathbf w,\qquad
D_Q=\frac{e^2Q}{\varepsilon_0\varepsilon\Omega}.
\label{eq:DQ}
\end{equation}
The quadrupolar charge vanishes as $q^2$, and the Coulomb interaction diverges as $q^{-2}$. Their product depends on direction alone.

The same steps with nonzero Born charges start from $\bar N=iq_\beta Z^\beta_{\kappa\alpha}u_{\kappa\alpha}$ and give a potential proportional to $1/q$, the polar coupling. For a rigid acoustic displacement, $\mathbf u_A=\mathbf u_B$, and \eqref{eq:rho} vanishes. The strain of an acoustic wave does, however, shift the sublattices relative to each other by an amount of order $q$. Equation \eqref{eq:DQ} then contributes at order $q$, the order of the acoustic deformation potential.

\section{The complete matrix element}

The perturbation felt by an electron has two parts: the response at zero macroscopic field, which is analytic in $\mathbf q$, and the response to $V$. The microscopic fields accompanying $V$ are driven by its gradient, of order $qV$, and vanish in the limit. What remains is $Ve^{i\mathbf q\cdot\mathbf r}$. Between Bloch states with periodic parts $u_{n\mathbf k}$ its matrix element is
\begin{equation}
V\,\langle u_{m,\mathbf k+\mathbf q}|u_{n\mathbf k}\rangle\ \longrightarrow\ V\,\delta_{mn},
\label{eq:overlap}
\end{equation}
with phases chosen continuously in $\mathbf k$. For a nondegenerate band the total is therefore
\begin{equation}
g(\mathbf k,\hat{\mathbf q})=\mathbf D_0(\mathbf k)\cdot\mathbf w+D_Q\,\mathbf p(\hat{\mathbf q})\cdot\mathbf w ,
\label{eq:total}
\end{equation}
where $\mathbf D_0$ is the shift of the band energy per uniform relative displacement at zero field. The second term is the same for every band and every $\mathbf k$.

\subsection{The conduction valleys}

Silicon's conduction minima lie on the cubic axes. Take $\mathbf k$ along $x$. The half-turn about $x$ keeps $\mathbf k$ and reverses $w_y$ and $w_z$. The glide reflection $y\to-y$ keeps $\mathbf k$ and exchanges the sublattices, so it reverses $w_x$. The energy of a nondegenerate state is unchanged by these operations and can contain no term linear in $\mathbf w$. Hence $\mathbf D_0=0$, and the quadrupole supplies the whole intravalley optical coupling at zeroth order in $q$. At other points, such as L, this argument fails and both terms of \eqref{eq:total} act.

\section{Phonon modes and directions}

For a mode of frequency $\omega$ in a crystal of $N_c$ cells and atomic mass $M$, the quantized displacement is $\sqrt{\hbar/2N_cM\omega}\,\mathbf e_\kappa$. An optical mode polarized along the unit vector $\mathbf n$ has $\mathbf e_A=-\mathbf e_B=\mathbf n/\sqrt2$, so
\begin{equation}
\mathbf w=\sqrt2\,\mathbf n\sqrt{\frac{\hbar}{2N_cM\omega}}
=\mathbf n\sqrt{\frac{\hbar}{N_cM\omega}} .
\label{eq:w}
\end{equation}
At $\mathbf q\to0$ the three optical modes are degenerate and their polarizations may be chosen freely. The physical quantity is the sum over them. Keeping the quadrupole term,
\begin{equation}
\sum_\nu|g_\nu|^2=\frac{\hbar D_Q^2}{N_cM\omega}\,|\mathbf p|^2,\qquad
|\mathbf p|^2=\tfrac12\Big(1-\sum_i\hat q_i^4\Big).
\label{eq:sum}
\end{equation}
The second relation follows from squaring $\sum_i\hat q_i^2=1$. The values of $|\mathbf p|^2$ are 0, $\tfrac14$ and $\tfrac13$ along $[100]$, $[110]$ and $[111]$. Since $\hat q_x^2\hat q_y^2$ averages to $\tfrac1{15}$ over the sphere, the mean is $\tfrac15$.

The longitudinal mode has $\mathbf n=\hat{\mathbf q}$ and amplitude factor $\mathbf p\cdot\hat{\mathbf q}=3\hat q_x\hat q_y\hat q_z$. Along $[111]$ the vector $\mathbf p$ is parallel to $\hat{\mathbf q}$, and the longitudinal mode carries all the coupling. Along $[110]$ $\mathbf p$ points along $z$, and a transverse mode carries all of it.

This coupling does not split the phonon frequencies at $\mathbf q\to0$. The electrostatic energy per cell of the induced charge is
\begin{equation}
\frac{v\bar N^2}{2\varepsilon}
=\frac12\,\frac{e^2Q^2q^2}{\varepsilon_0\varepsilon\Omega}\,(\mathbf p\cdot\mathbf w)^2 ,
\label{eq:stiff}
\end{equation}
a force constant proportional to $q^2$. The electron sees one factor of the small charge, the lattice energy two.

\section{A silicon-like crystal}

The example is a tight-binding model with $s$, three $p$ and one excited $s^*$ orbital per atom. Its parameters are rough values in the regime of silicon and are listed with the numerical output. Hoppings scale as the inverse square of the bond length. Atomic charges are Gaussians interacting self-consistently through the Hartree potential. On-site orbital dipoles and the exchange-correlation response are left out, so the resulting $Q$ and $\varepsilon$ belong to the model.

The charge response was tested against its definition. One atom was moved in a periodic supercell of $3\times3\times3$ primitive cells, and the charges were iterated to self-consistency. Their Fourier components agree with linear response to $1.5\times10^{-6}\,\mathrm{nm^{-1}}$, where the largest component is $0.93\,\mathrm{nm^{-1}}$. At $q=0.01\,\mathrm{nm^{-1}}$ the apparent Born charge is below $10^{-6}e$. The model gives $Q=0.289$ nm, a dynamical quadrupole $eQ$ of $0.289\,e\,$nm, and $\varepsilon=7.22$. With $e^2/\varepsilon_0=18.10$ eV\,nm and $\Omega=0.0400\,\mathrm{nm^3}$,
\begin{equation}
D_Q=\frac{18.10\times0.289}{7.22\times0.0400}\ \mathrm{eV/nm}\simeq18.1\ \mathrm{eV/nm}=1.8\times10^8\ \mathrm{eV/cm}.
\label{eq:num}
\end{equation}

\subsection{Couplings at the valley and at L}

The conduction minimum lies at $0.73$ of $2\pi/a$ along the axis, $a$ being the lattice constant. There the full matrix elements, summed in quadrature over the components of $\mathbf w$, are 0, 9.06 and 10.46 eV/nm along $[100]$, $[110]$ and $[111]$, as $D_Q|\mathbf p|$ predicts. Along $[123]$ the value is again 9.06 eV/nm, because $|\mathbf p|^2=\tfrac12(1-98/196)=\tfrac14$ there too. Halving $q$ along $[111]$ leaves the potential unchanged to six digits, so the limit is finite.

For $\hbar\omega=63$ meV and $M=28$ atomic mass units, $\sqrt{\hbar/M\omega}=4.87$ pm. The coupling along $[111]$, to be divided by $\sqrt{N_c}$, is
\begin{equation}
10.46\ \mathrm{eV/nm}\times0.00487\ \mathrm{nm}=51\ \mathrm{meV}.
\end{equation}
Along $[110]$ it is 44 meV, with no longitudinal share.

At $\mathbf k=(\pi/a)(1,1,1)$ the frozen displacement gives $\mathbf D_0=-5.00\,(1,1,1)$ eV/nm for the lowest conduction band. With $D_Q/3=6.04$ eV/nm, equation \eqref{eq:total} gives the coefficients of $\mathbf w$
\begin{align}
\hat{\mathbf q}\parallel[111]:&\quad(1.04,\ 1.04,\ 1.04)\ \mathrm{eV/nm},\\
\hat{\mathbf q}\parallel[1\bar11]:&\quad(-11.04,\ 1.04,\ -11.04)\ \mathrm{eV/nm}.
\end{align}
Their magnitudes are 1.8 and 15.7 eV/nm, against 8.7 eV/nm from $\mathbf D_0$ alone. The two terms interfere, so the sign of $Q$ matters here; at the valley minimum it does not affect the zeroth-order strength. The full matrix elements at L follow \eqref{eq:total} to within 0.07 eV/nm, or 0.4\% of $D_Q$. At the valley the deviation is below $10^{-5}$ eV/nm. The larger residue at L comes from a second conduction band: diagonalizing the model Hamiltonian there puts it only about 15 meV above the lowest one. With the two electron states placed at $\pm\mathbf q/2$ from L, a finite $q$ along $[111]$ mixes the two bands, with an amplitude of about 0.08 at $q=0.01\,\mathrm{nm^{-1}}$ and strongly by $0.1\,\mathrm{nm^{-1}}$. The values quoted at L are therefore limits that hold only at very small $q$. This near-degeneracy is an artefact of the model: in silicon the next conduction band at L lies about 2 eV higher. The model's $\mathbf D_0$ at L should not be taken for that of silicon either, in size or in sign; the example shows only that the two terms interfere.

\subsection{Emission rate}

An electron of energy $E$ in the valley emits an optical phonon and stays in the valley. With phonon occupation $n_B$, the golden rule reads
\begin{equation}
\frac1\tau=\frac{2\pi}{\hbar}\sum_{\mathbf k'}\sum_\nu|g_\nu|^2(n_B+1)\,\delta(E_{\mathbf k'}-E+\hbar\omega).
\end{equation}
The spin is conserved, so $\sum_{\mathbf k'}=N_c\Omega\int d^3k'/(2\pi)^3$, and $N_c$ cancels against \eqref{eq:sum}. For an isotropic mass $m$, average over the directions of the initial $\mathbf k$. Rotating $\mathbf k$ and $\mathbf k'$ together sends $\hat{\mathbf q}$ uniformly over the sphere, so $|\mathbf p|^2$ becomes $\tfrac15$:
\begin{equation}
\frac1\tau=\frac{2\pi}{\hbar}\,\frac{D_Q^2}{5}\,\frac{\hbar}{M\omega}\,(n_B+1)\,\Omega\,
\frac{1}{4\pi^2}\Big(\frac{2m}{\hbar^2}\Big)^{3/2}\sqrt{E-\hbar\omega}.
\label{eq:rate}
\end{equation}
Take $E=0.10$ eV, 300 K and $m=0.321$ electron masses. This is the density-of-states mass of a valley in real silicon; the model's own band is much too heavy across the valley axis, so only the coupling is taken from the model. Then $n_B=0.096$, and the density of states at the final energy, 0.037 eV, is $0.119\,\mathrm{eV^{-1}nm^{-3}}$. With $2\pi/\hbar=9.55\times10^{15}\,\mathrm{eV^{-1}s^{-1}}$,
\begin{equation}
\frac1\tau=9.55\times10^{15}\times\frac{(18.12\times0.004868)^2}{5}\times1.096\times0.0400\times0.119\ \mathrm{s^{-1}}
\simeq7.8\times10^{10}\ \mathrm{s^{-1}} .
\end{equation}
Random sampling of initial directions and final states gives $7.7\times10^{10}\,\mathrm{s^{-1}}$.

\subsection{Corrections within the example}

With the isotropic mass, energy conservation restricts $q$ to $0.36$--$1.48\,\mathrm{nm^{-1}}$. At a typical $1.07\,\mathrm{nm^{-1}}$, with the two electron states placed symmetrically about the minimum, the full coupling is 2\% below its limit along $[110]$ and 0.5\% below along $[111]$. Along $[100]$, the axis of this valley, it is still zero. Both electron states then lie on the axis, and the half-turn and the glide still forbid the transition. This zero says nothing about finite-$q$ coupling along $[010]$, which was not computed. For most transitions the midpoint of the two states also lies off the axis, where $\mathbf D_0$ need not vanish: symmetry allows it to grow linearly with the distance from the axis. In this model it is small, 0.05 to 0.10 eV/nm at $0.5\,\mathrm{nm^{-1}}$ from the axis, depending on the direction, and it is left out of the rate. The model describes the band poorly in these directions, with a transverse mass of about 1.6 instead of 0.19, and its value is far too small for silicon. A rough figure there is 1 to 2 eV/nm at the same distance, still well below the quadrupole term.

The valley is in fact anisotropic. With longitudinal and transverse masses of 0.92 and 0.19 electron masses, the mean of $|\mathbf p|^2$ falls from 0.200 to 0.176. At fixed density-of-states mass this lowers the rate by 12\%, to $6.8\times10^{10}\,\mathrm{s^{-1}}$. The force constant in \eqref{eq:stiff} raises the longitudinal phonon energy along $[111]$ by 0.05 meV at the typical $q$, which is negligible beside 63 meV.

\section{The real crystal and its free carriers}

The model underestimates both ingredients of $D_Q$. Silicon's dielectric constant is roughly 12, and first-principles calculations place $Q$ near 0.7 nm; both are rough figures. They give $D_Q\approx26$ eV/nm and, through its square, about twice the rate found above. Even so, the process is weak beside the total phonon scattering of electrons in silicon at room temperature, of rough order $10^{13}\,\mathrm{s^{-1}}$ at such energies. The assumption that doped devices break is the absence of free carriers. Static classical screening with wavevector $\kappa_s$ multiplies $V$ by $q^2/(q^2+\kappa_s^2)$, so in this approximation the limit $\mathbf q\to0$ is zero. The approximation assumes that the carriers follow the phonon's oscillation. This fails at small $q$, where the phonon frequency exceeds $q$ times the thermal velocity, and that already happens at the lower end of the emission range above. It also assumes that $q$ is small beside the thermal wavevector $\sqrt{2mk_BT}/\hbar$, here $0.47\,\mathrm{nm^{-1}}$. The typical $q$ of $1.07\,\mathrm{nm^{-1}}$ is not, and there the carriers screen less than the formula says. At $10^{17}\,\mathrm{cm^{-3}}$ the model has $\kappa_s=0.098\,\mathrm{nm^{-1}}$, and the formula lowers the squared coupling at the typical $q$ by 1.7\%, which is an overestimate of a small effect. At $10^{19}\,\mathrm{cm^{-3}}$ it would leave about 0.3 of the squared coupling. The static quantum (Lindhard) response of nondegenerate carriers multiplies $\kappa_s^2$ by about 0.45 at this $q$, and about half remains.

For interpolation in undoped silicon, the quadrupole term should therefore be subtracted on the coarse mesh and restored on the fine one, even though its effect on a given rate may be small. If it is left in, the interpolated coupling at small $q$ loses its dependence on direction. At L in this model, the limiting coupling is 1.8 eV/nm along $[111]$ and 15.7 eV/nm along $[1\bar11]$; these numbers illustrate the interference and are not values for silicon.

\section*{Computed results}
\begin{verbatim}
lattice constant (input)          0.543 nm
primitive-cell volume             0.04003 nm^3
charge width (input)              0.090 nm
onsite s, p, s* (input)           -4.2, 1.7, 6.7 eV
hoppings ss,sp,pps,ppp,s*p        -2.08, 2.48, 2.72, -0.72, 2.33 eV
model band gap on mesh            1.170 eV
valley position on Delta          0.730 x 2pi/a
supercell vs linear response      1.5e-06 of 0.93 1/nm
largest apparent Born charge      7.3e-07 e
dynamical quadrupole Q            0.2892 e nm
Q on coarser k mesh               0.2893 e nm
dielectric constant               7.216
dielectric constant, coarser mesh 7.217
DQ                                18.121 eV/nm = 1.812e+08 eV/cm
analytic D0 at Delta, largest     2.3e-11 eV/nm
analytic D0 at L (x,y,z)          -5.002, -5.002, -5.002 eV/nm
test wavevector                   0.010 1/nm
[110] full, law at Delta  9.0604, 9.0604 eV/nm
[100] full, law at Delta  0.0000, 0.0000 eV/nm
[111] full, law at Delta  10.4621, 10.4621 eV/nm
[1-11] full, law at Delta  10.4621, 10.4621 eV/nm
[123] full, law at Delta  9.0604, 9.0604 eV/nm
largest deviation, Delta and L    8.6e-06, 7.0e-02 eV/nm
potential ratio, q/2 to q         1.000000
phonon energy, mass (inputs)      63 meV, 28 u
relative amplitude per cell       4.868 pm
[100] g all modes, LO only   0.000, 0.000 meV
[110] g all modes, LO only   44.106, 0.000 meV
[111] g all modes, LO only   50.929, 50.929 meV
masses long., trans., DOS         0.92, 0.19, 0.321 m_e
electron energy, temperature      0.10 eV, 300 K
phonon occupation                 0.0958
emission rate, formula            7.780e+10 1/s
emission rate, sampled            7.742e+10 1/s
emission q: min, typical, max     0.360, 1.075, 1.477 1/nm
[100] coupling at typical q    0.000 eV/nm
[110] coupling at typical q    8.874 eV/nm
[111] coupling at typical q    10.407 eV/nm
mean p^2: isotropic, real masses  0.2000, 0.1758
screening wavevector, 1e17 cm^-3  0.0985 1/nm
rate factor from that screening   0.9834
quadrupole phonon shift, [111]    0.04785 meV at typical q
\end{verbatim}
